# Fitting intermediate coupling in $p^2$ to computed levels, carbon to lead, part 2

Two electrons occupy an $np$ shell outside closed shells. Hartree atomic units are used, with $1\,E_h=219474.63\ \mathrm{cm^{-1}}$. The model
$$H=\frac{1}{r_{12}}+\zeta\,(\mathbf l_1\cdot\mathbf s_1+\mathbf l_2\cdot\mathbf s_2)$$
has one radial function $P(r)$, $F^k=\iint P^2(r_1)\,r_<^k r_>^{-k-1}P^2(r_2)\,dr_1dr_2$, $F_2=F^2/25$, $x=\zeta/F_2$, and energies measured from $F^0$.

Task (d): fit $F_2,\zeta>0$ to the intervals below, find each ground state's purity ($^3P$ weight $w$), and explain the misfit. The CI diagonalises the Dirac–Coulomb Hamiltonian among the 15 $p^2$ determinants of LDA Dirac–Kohn–Sham spinors (point nucleus, frozen core). Its levels $J=1,2,2,0$ lie above the lowest, $J=0$, by (in $E_h$):

||$d_1$|$d_2$|$d_3$|$d_4$|
|-|-|-|-|-|
|C|0.0000905|0.0002706|0.0552863|0.1379447|
|Si|0.0003647|0.0010740|0.0391820|0.0968658|
|Ge|0.0023500|0.0063577|0.0428272|0.1001241|
|Sn|0.0065818|0.0152801|0.0482674|0.1010845|
|Pb|0.0311248|0.0485541|0.1014344|0.1509591|

The Landé ratio is $(d_2-d_1)/d_1$.

**From (a).** With $t_{ij}=n_in_j-\delta_{ij}/3$, $P_2=\tfrac32\sum_{ij}t_{ij}(1)t_{ij}(2)$ and
$$T^{ac}_{ij}=\langle a|t_{ij}|c\rangle=\tfrac15(\delta_{ia}\delta_{jc}+\delta_{ic}\delta_{ja})-\tfrac2{15}\delta_{ij}\delta_{ac}.$$
In the bases $(^3P,{}^1S)$ and $(^3P,{}^1D)$,
$$H_0=\begin{pmatrix}-5F_2-\zeta&-\sqrt2\zeta\\-\sqrt2\zeta&10F_2\end{pmatrix},\qquad H_2=\begin{pmatrix}-5F_2+\zeta/2&\zeta/\sqrt2\\ \zeta/\sqrt2&F_2\end{pmatrix},$$
and $E_1=-5F_2-\zeta/2$.

**From (b).**
$$E_{0\mp}=\tfrac12(5F_2-\zeta)\mp\tfrac12R_0,\qquad R_0^2=(15F_2+\zeta)^2+8\zeta^2=225F_2^2+30F_2\zeta+9\zeta^2,$$
$$E_{2\mp}=-2F_2+\tfrac14\zeta\mp\tfrac12R_2,\qquad R_2^2=(6F_2-\tfrac12\zeta)^2+2\zeta^2=36F_2^2-6F_2\zeta+\tfrac94\zeta^2 .$$
$$d_1=\tfrac12(R_0-15F_2),\qquad d_{2,3}=d_1+\tfrac12(6F_2+\tfrac32\zeta\mp R_2),\qquad d_4=R_0 .$$
The lowest eigenvector $(\cos\theta,\sin\theta)$ of $H_0$ has $(\cos2\theta,\sin2\theta)=(15F_2+\zeta,\,2\sqrt2\zeta)/R_0$, so
$$w(^3P)=\cos^2\theta=\tfrac12\left[1+\frac{15F_2+\zeta}{R_0}\right],$$
with $1-w\approx2x^2/225$ for $x\ll15$. The $jj$ states are $u=(\sqrt{2/3},\sqrt{1/3})$ for $(p_{1/2})^2$ and $v=(\sqrt{1/3},-\sqrt{2/3})$ for $(p_{3/2})^2$. The $(p_{1/2})^2$ weight is
$$w_{jj}=\tfrac12\left[1+\frac{5F_2+3\zeta}{R_0}\right].$$

**From (c).** Labels 1, 3 mean $p_{1/2}$ ($\kappa=1$), $p_{3/2}$ ($\kappa=-2$), with large and small radial components $P,Q$. Define $\rho_{ac}=P_aP_c+Q_aQ_c$, $[\rho|\rho']_k=\iint\rho(r_1)\,r_<^kr_>^{-k-1}\rho'(r_2)\,dr_1dr_2$, $F^0(ab)=[\rho_{aa}|\rho_{bb}]_0$, $G=[\rho_{13}|\rho_{13}]_2$, $R=[\rho_{13}|\rho_{33}]_2$, $F=[\rho_{33}|\rho_{33}]_2$. With $\langle h_D\rangle$ the Dirac kinetic and nuclear energy, closed shells $c$, and even $l_a+l_c+k$,
$$I_a=\langle h_D\rangle_a+\sum_c(2j_c+1)\left[F^0(ac)-\sum_k\begin{pmatrix}j_a&k&j_c\\ \tfrac12&0&-\tfrac12\end{pmatrix}^2[\rho_{ac}|\rho_{ac}]_k\right].$$
The CI matrices, in the bases $(u,v)$ and $((13),(33))$, are
$$H_0=\begin{pmatrix}2I_1+F^0(11)&-\tfrac{\sqrt2}5G\\-\tfrac{\sqrt2}5G&2I_3+F^0(33)+\tfrac15F\end{pmatrix},$$
$$E_1=I_1+I_3+F^0(13)-\tfrac15G,$$
$$H_2=\begin{pmatrix}I_1+I_3+F^0(13)-\tfrac1{25}G&-\tfrac{2\sqrt2}{25}R\\-\tfrac{2\sqrt2}{25}R&2I_3+F^0(33)-\tfrac3{25}F\end{pmatrix}.$$
At $F_2=0$ the $J=2$ vectors are $(\sqrt{1/3},-\sqrt{2/3})$ for $(13)$ and $(\sqrt{2/3},\sqrt{1/3})$ for $(33)$.

**Lead by hand.** The inputs in $E_h$ are $I_1=-0.5438945$, $I_3=-0.4716468$, $F^0(11,13,33)=0.3024060,\,0.2780689,\,0.2592915$, $G=0.1402638$, $R=0.1369181$, $F=0.1352207$. The $J=0$ diagonal elements are $-1.0877890+0.3024060=-0.7853830$ and $-0.9432936+0.2592915+0.0270441=-0.6569580$, with difference $\Delta=0.1284250$. The off-diagonal element is $-0.0396726$. Then $d_4=\sqrt{0.1284250^2+0.0793452^2}=0.150959$, as in the table, and the $(p_{1/2})^2$ weight is $\tfrac12(1+0.128425/0.150959)=0.925$.

For Dirac spinors with unequal radial parts $L$ and $S$ are not sharp. A CI purity is defined by treating the radial parts as equal and rotating the eigenvector back with $u,v$. The $^3P$ state is $\sqrt{2/3}\,u+\sqrt{1/3}\,v$, so the double-angle rule gives
$$w_{\rm CI}=\tfrac12\left[1+\frac{0.128425/3+(2\sqrt2/3)(0.079345)}{0.150959}\right]=\tfrac12\left[1+\frac{0.117616}{0.150959}\right]=0.890 .$$
The identification is only as good as the overlap $\int\rho_{13}\,dr$: 0.99995 (C), 0.99996 (Si), 0.99962 (Ge), 0.99764 (Sn), 0.97676 (Pb). Carbon lies slightly below silicon because of the small components. By normalisation $1-\int\rho_{13}\,dr=\tfrac12\int[(P_1-P_3)^2+(Q_1-Q_3)^2]\,dr$, and with $Q\approx(P'+\kappa P/r)/2c$ up to a common sign the second part is $9\langle r^{-2}\rangle/8c^2$, which is larger for the compact $2p$ orbital (about $5\times10^{-5}$) than for the $3p$ orbital of silicon (about $3\times10^{-5}$).

#### (d) The fit

**Starting values.** The formulas of (b) give $d_4-2d_1=15F_2$ and $d_2+d_3-2d_1=6F_2+\tfrac32\zeta$. These define the trace values $F_t,\zeta_t$, exact if the model is exact. For lead, $15F_t=0.1509591-0.0622496=0.0887095$, so $F_t=0.0059140$, and $\tfrac32\zeta_t=0.1499885-0.0622496-0.0354838=0.0522551$, so $\zeta_t=0.0348367$. These values predict $d_4=\sqrt{0.123546^2+8(0.0348367)^2}=0.1580$ against $0.1510$, which is 4.7% of $d_4$ too high, so no parameter pair fits all four intervals.

**Least squares.** Minimise $\sum_i(d_i^{\rm model}-d_i)^2$ with equal weights, iterating from $(F_t,\zeta_t)$ with the derivatives $\partial R_0/\partial F_2=15(15F_2+\zeta)/R_0$, $\partial R_0/\partial\zeta=(15F_2+9\zeta)/R_0$, $\partial R_2/\partial F_2=(36F_2-3\zeta)/R_2$, $\partial R_2/\partial\zeta=(\tfrac94\zeta-3F_2)/R_2$. The minimum is:

| | $F_2$, $E_h$ (cm$^{-1}$) | $\zeta$, $E_h$ (cm$^{-1}$) | rms, $E_h$ |
|---|---|---|---|
| C | 0.009184 (2016) | 0.000180 (39.6) | $7\times10^{-8}$ |
| Si | 0.006409 (1407) | 0.000713 (156) | $1.3\times10^{-6}$ |
| Ge | 0.00635 (1394) | 0.00414 (909) | $3.8\times10^{-5}$ |
| Sn | 0.00583 (1279) | 0.00981 (2154) | $1.5\times10^{-4}$ |
| Pb | 0.00576 (1264) | 0.0330 (7242) | $1.3\times10^{-3}$ |

For lead, $15F_2+\zeta=0.086358+0.032996=0.119354$ and $R_0=0.151511$, so $w=\tfrac12(1+0.78776)=0.894$ and $w_{jj}=\tfrac12[1+(0.028786+0.098989)/0.151511]=0.922$. The fitted intervals are $0.03258,\,0.04958,\,0.09961,\,0.15151$. The rms residual is 0.9% of $d_4$, while the error in $d_1$ is 4.7% of $d_1$, because equal weights favour the large intervals in relative terms.

| | $\zeta/F_2$ | $w$, fit | $w$, CI | $w_{jj}$, fit | Landé, CI |
|---|---|---|---|---|---|
| C | 0.0196 | 0.999997 | 0.999997 | 0.668 | 1.991 |
| Si | 0.111 | 0.99989 | 0.99991 | 0.676 | 1.945 |
| Ge | 0.652 | 0.9966 | 0.9970 | 0.721 | 1.705 |
| Sn | 1.68 | 0.981 | 0.982 | 0.790 | 1.322 |
| Pb | 5.73 | 0.894 | 0.890 | 0.922 | 0.560 |

From Si to Pb, $F_2$ falls by 10% of its Si value while $\zeta$ grows by a factor of 46, so the trend in purity is carried by $\zeta$. The weak-coupling formula gives $2(0.0196)^2/225=3.4\times10^{-6}$ for the $^1S$ admixture of carbon and $1.10\times10^{-4}$ for silicon, against $1.08\times10^{-4}$ from the full formula. In this model the ground state of lead is 89% $^3P$ and 92% $(p_{1/2})^2$ at once, which is possible because the two basis states have squared overlap $2/3$. The trace values give $\tfrac12(1+0.123546/0.1580)=0.891$, so three readings of the same computed levels give 0.89. A fit with relative weights, minimising $\sum_i(d_i^{\rm model}/d_i-1)^2$, gives $F_2=0.00602$, $\zeta=0.0324$ and $w=0.901$, so the purity is fixed by these levels only to about 0.89–0.90.

**Origin of the misfit.** Apply the trace rules to the matrices of (c), with $D=F^0(11)-2F^0(13)+F^0(33)$. From $\mathrm{tr}H_0-2E_1$ the $I_a$ cancel:
$$15F_t=D+\tfrac15F+\tfrac25G .$$
Likewise $\mathrm{tr}H_2-2E_1=I_3-I_1+F^0(33)-F^0(13)+\tfrac9{25}G-\tfrac3{25}F$, and subtracting $6F_t=\tfrac25D+\tfrac2{25}F+\tfrac4{25}G$,
$$\tfrac32\zeta_t=I_3-I_1+F^0(33)-F^0(13)-\tfrac25D+\tfrac15(G-F).$$
For carbon this is $0.0004676-0.0002087-0.0000000+0.0000116=0.0002705$, so $\zeta_t=0.000180$. The first two terms should not be read as a bare spin–orbit splitting and its screening: the $p_{3/2}$ orbital is slightly larger, which raises $I_3-I_1$ and lowers the repulsion, and these two effects largely cancel. If $D=0$ and $G=R=F$, the CI matrices have exactly the model form, with $25F_2=G$ and $\tfrac32\zeta=I_3-I_1+F^0(33)-F^0(13)$. For lead $D=0.0055597$ and $G-F=0.0050431$; for carbon they are $10^{-7}$ and $0.0000581$.

The purity feels a different combination. Rotating $H_0$ back, with $^1S=\sqrt{1/3}\,u-\sqrt{2/3}\,v$, gives $\langle^3P|H|^1S\rangle=-\tfrac{\sqrt2}3\Delta+(-\tfrac23+\tfrac13)(-\tfrac{\sqrt2}5G)\equiv-\sqrt2\zeta'$, so $3\zeta'=2(I_3-I_1)+F^0(33)-F^0(11)-\tfrac15(G-F)$. Using $2F^0(33)-2F^0(13)=F^0(33)-F^0(11)+D$,
$$\zeta_t-\zeta'=\tfrac1{15}D+\tfrac15(G-F).$$
For silicon $D=0.0000033$ and $G-F=0.1603120-0.1600422=0.0002698$, so $\zeta'=0.0007148-0.0000542=0.0006606$. At weak coupling the admixture scales as the square of this element, and $(0.0006606/0.0007128)^2=0.86$ matches the ratio $0.000093/0.000108$ of the CI and fitted admixtures. Despite the good fit to energies, the CI admixture of silicon as defined in (c) lies 14% of the fitted value below the fitted one. That difference, $1.5\times10^{-5}$, is smaller than the overlap defect $1-\int\rho_{13}\,dr=4\times10^{-5}$, so it is meaningful only within the equal-radial definition of the CI purity; the same holds for the last digits of the CI purity of carbon. For lead $\zeta'=0.0348367-0.0013793=0.03346$ exceeds the fitted $\zeta$, and the $^3P$–$^1S$ diagonal gap $0.1176$ is below the fitted $0.1194$, so there the CI admixture is the larger one.

**Limits.** The CI omits the Breit interaction and all correlation outside $p^2$, and its orbitals do not minimise this energy, so the results depend on the orbitals chosen. With exchange-only LDA orbitals the fitted $\zeta$ becomes $0.000190$ for C and $0.0344$ for Pb, and the CI purity of lead becomes 0.880. A finite (Gaussian, rms radius 5.5 fm) nucleus matters less: it lowers the lead intervals by up to $3\times10^{-5}\,E_h$ and leaves the CI purity at 0.890. The estimate $\tfrac23(\varepsilon_3-\varepsilon_1)$ from Kohn–Sham eigenvalues, $0.000218$ for C and $0.0369$ for Pb, exceeds the fitted $\zeta$ by 21% and 12% and is a different quantity. For carbon the computed $d_2$ and $d_3$ are about 59 and $1.2\times10^4$ cm$^{-1}$, whereas the measured ones are roughly 40 and $1.0\times10^4$ cm$^{-1}$; assigning these gaps to the Breit term and to correlation is a conjecture as far as this calculation goes. The purities hold for the computed levels within the $p^2$ space. Other configurations would take weight from both terms and can also change the effective $F_2$. With $F_2$ a quarter smaller at the fitted $\zeta$, the formulas give a ground-state purity of 0.86 instead of 0.89 for lead, and 0.60 instead of 0.68 for the $^3P$ weight of its lower $J=2$ level (Variation 2). The values for lead therefore describe this model and not the measured atom. The numerical check tests the closed forms of (b) and the trace rules of (d) against the $15\times15$ matrix built by quadrature, and the radial solver and core formula against independent results.

### Variation 1: the $p^4$ configuration

*Find the ground level and its purity for four $p$ electrons.*

A determinant of four electrons is labelled by its two holes. For a traceless one-electron operator the filled-shell sum vanishes, so in the hole labelling the operator becomes minus its transpose. This applies to $\mathbf l\cdot\mathbf s$, so $\zeta\to-\zeta$. The $k=2$ Coulomb operator is $\tfrac34F^2[(\sum_iT_i)^2-\sum_iT_i^2]$ with $T$ the matrices of (a); $T_i^2$ is a scalar and hence constant in the shell, and the square ignores the sign, so the term splittings are unchanged.

With $R_2'^2=(6F_2+\tfrac12\zeta)^2+2\zeta^2$ and $R_0'^2=225F_2^2-30F_2\zeta+9\zeta^2$, one finds $E_1-E_{2-}=\tfrac12(R_2'-6F_2+\tfrac32\zeta)>0$ and $E_{0-}-E_{2-}=\tfrac12(9F_2+\tfrac32\zeta+R_2'-R_0')$. Since $R_2'$ exceeds both $6F_2$ and $\tfrac32\zeta$, the cross term obeys $2(9F_2+\tfrac32\zeta)R_2'>108F_2^2+\tfrac92\zeta^2$, and $(9F_2+\tfrac32\zeta+R_2')^2>225F_2^2+33F_2\zeta+9\zeta^2>R_0'^2$. The ground level is always $J=2$, with
$$w(^3P)=\tfrac12\left[1+\frac{6F_2+\zeta/2}{R_2'}\right],$$
so $1-w\approx x^2/72$ at small $x$ and $w\to\tfrac12(1+\tfrac13)=\tfrac23$ at large $x$. Because $E_1-E_{0-}=\tfrac12(R_0'-15F_2)$ changes sign at $9\zeta^2=30F_2\zeta$, the lower $J=0$ level drops below $J=1$ when $x>10/3$.

### Variation 2: the lower $J=2$ level of lead

*Find its $^3P$ weight and its Landé $g$ factor, taking $g_s=2$ and a weak field.*

The angle argument of (b) applied to $H_2$ gives $w_2=\tfrac12[1+(6F_2-\tfrac12\zeta)/R_2]$. It passes $\tfrac12$ at $x=12$, beyond which the label $^3P_2$ names the minor component, and tends to $\tfrac13$. With the fitted lead values, $6F_2-\tfrac12\zeta=0.034543-0.016498=0.018045$ and $R_2=0.0996106-0.0495793=0.050031$ from the fitted intervals, so $w_2=\tfrac12(1+0.3607)=0.68$. This level is far more mixed than the ground state because its diagonal gap shrinks with $\zeta$ while that of $J=0$ grows.

The Zeeman operator is proportional to $L_z+2S_z=J_z+S_z$. Here $S_z$ commutes with $S^2$, so it has no element between $^3P$ and $^1D$, and it vanishes in $^1D$. In $^3P_2$ the projection theorem gives $S_z\to J_z\langle\mathbf S\cdot\mathbf J\rangle/J(J+1)$ with $\langle\mathbf S\cdot\mathbf J\rangle=\tfrac12(6+2-2)=3$, that is $J_z/2$. Hence $g=1+w_2/2=1.34$ in the model, between the $LS$ value $3/2$ and the $jj$ value $7/6$. The matrix $H_2$ of (c) with the lead inputs, read with the same equal-radial identification as the CI purity, gives $w_2=0.64$ and $g=1.32$, so for this level the second digit of the fitted weight is not reliable.

## Computed results

```
terms 3P,1D,1S in units of F2: [-5.  1. 10.]
jj roots in units of zeta: [-2.  -0.5 -0.5  1.   1. ]
3P weight at zeta/F2=1e4: 0.66689
one-electron Z=82 2p1/2: basis -957.6811 exact -957.6812 Eh
one-electron Z=6 2p splitting: basis 0.0021593 exact 0.0021593 Eh
Ne 2p KS energy: radial -0.49803 pyscf -0.49803 Eh
Ne 2p Fock expectation: radial -0.87996 pyscf -0.87995 Eh
c = 137.035999 a.u.; 1 Eh = 219474.63 cm^-1; intervals: 3P1 3P2 1D2 1S0 above 3P0
C Z=6 I1, I3 = -0.9128342 -0.9123666 Eh; overlap 0.99995
 F0(11,13,33) = 0.5204584 0.5202496 0.5200409 Eh
 G^2(13), R^2(13;33), F^2(33) = 0.2296253 0.2295962 0.2295672 Eh
 CI intervals  0.0000905 0.0002706 0.0552863 0.1379447 Eh
 fit intervals 0.0000906 0.0002705 0.0552864 0.1379447 Eh; rms 7.42e-08 Eh
 fit F2 0.0091842 Eh = 2015.7 cm^-1; zeta 0.0001802 Eh = 39.6 cm^-1
 trace F2 0.0091843 zeta 0.0001803 Eh; (2/3)(KS eps3-eps1) 0.0002176 Eh
 zeta/F2 0.0196; R0 0.1379447 Eh; CI Lande ratio 1.991
 3P weight fit 0.999997 CI 0.999997; (p1/2)^2 weight fit 0.6684 CI 0.6683
Si Z=14 I1, I3 = -0.5883747 -0.5867813 Eh; overlap 0.99996
 F0(11,13,33) = 0.3266150 0.3260378 0.3254639 Eh
 G^2(13), R^2(13;33), F^2(33) = 0.1603120 0.1601766 0.1600422 Eh
 CI intervals  0.0003647 0.0010740 0.0391820 0.0968658 Eh
 fit intervals 0.0003669 0.0010730 0.0391826 0.0968655 Eh; rms 1.27e-06 Eh
 fit F2 0.0064088 Eh = 1406.6 cm^-1; zeta 0.0007128 Eh = 156.4 cm^-1
 trace F2 0.0064091 zeta 0.0007148 Eh; (2/3)(KS eps3-eps1) 0.0008013 Eh
 zeta/F2 0.1112; R0 0.0968655 Eh; CI Lande ratio 1.945
 3P weight fit 0.999892 CI 0.999907; (p1/2)^2 weight fit 0.6764 CI 0.6757
Ge Z=32 I1, I3 = -0.5728388 -0.5635559 Eh; overlap 0.99962
 F0(11,13,33) = 0.3205119 0.3171664 0.3139305 Eh
 G^2(13), R^2(13;33), F^2(33) = 0.1593779 0.1585803 0.1578173 Eh
 CI intervals  0.0023500 0.0063577 0.0428272 0.1001241 Eh
 fit intervals 0.0024161 0.0063232 0.0428395 0.1001194 Eh; rms 3.79e-05 Eh
 fit F2 0.0063525 Eh = 1394.2 cm^-1; zeta 0.0041438 Eh = 909.5 cm^-1
 trace F2 0.0063616 zeta 0.0042102 Eh; (2/3)(KS eps3-eps1) 0.0047668 Eh
 zeta/F2 0.6523; R0 0.1001194 Eh; CI Lande ratio 1.705
 3P weight fit 0.996562 CI 0.996971; (p1/2)^2 weight fit 0.7207 CI 0.7175
Sn Z=50 I1, I3 = -0.5243351 -0.5027870 Eh; overlap 0.99764
 F0(11,13,33) = 0.2911974 0.2839140 0.2772105 Eh
 G^2(13), R^2(13;33), F^2(33) = 0.1465735 0.1449712 0.1435587 Eh
 CI intervals  0.0065818 0.0152801 0.0482674 0.1010845 Eh
 fit intervals 0.0068505 0.0151401 0.0482426 0.1010992 Eh; rms 1.52e-04 Eh
 fit F2 0.0058265 Eh = 1278.8 cm^-1; zeta 0.0098149 Eh = 2154.1 cm^-1
 trace F2 0.0058614 zeta 0.0101437 Eh; (2/3)(KS eps3-eps1) 0.0113945 Eh
 zeta/F2 1.6845; R0 0.1010992 Eh; CI Lande ratio 1.322
 3P weight fit 0.980781 CI 0.982004; (p1/2)^2 weight fit 0.7897 CI 0.7860
Pb Z=82 I1, I3 = -0.5438945 -0.4716468 Eh; overlap 0.97676
 F0(11,13,33) = 0.3024060 0.2780689 0.2592915 Eh
 G^2(13), R^2(13;33), F^2(33) = 0.1402638 0.1369181 0.1352207 Eh
 CI intervals  0.0311248 0.0485541 0.1014344 0.1509591 Eh
 fit intervals 0.0325761 0.0495793 0.0996106 0.1515107 Eh; rms 1.30e-03 Eh
 fit F2 0.0057572 Eh = 1263.6 cm^-1; zeta 0.0329962 Eh = 7241.8 cm^-1
 trace F2 0.0059140 zeta 0.0348367 Eh; (2/3)(KS eps3-eps1) 0.0369084 Eh
 zeta/F2 5.7313; R0 0.1515107 Eh; CI Lande ratio 0.560
 3P weight fit 0.893882 CI 0.889561; (p1/2)^2 weight fit 0.9217 CI 0.9254
```
